# Permeability of a Coating Filled with Impermeable Spheres, part 2

The problem is to find how much impermeable oxide spheres, mixed into a polymer coating of thickness $L$, reduce the steady flux of water, and how far the answer can be trusted.

The activity $u$ is the relative humidity at local equilibrium, with $u=1$ at saturation. The flux is $\mathbf j=-P\,\nabla u$ with $P=DS$, where $D$ is the diffusivity and $S$ the concentration at saturation. The polymer, or matrix, has permeability $P_m$, and $K=P/P_m$ compares filled and unfilled coatings of equal thickness and face activities. Spheres of radius $a$ fill a volume fraction $f$.

**From (b).** A sphere of relative permeability $\lambda$ has dipole factor $\beta=(\lambda-1)/(\lambda+2)$. An impermeable sphere at the origin, in a far gradient $G$ along $z$, gives

$$
\left.\frac{\partial u}{\partial z}\right|_{\rm axis}=G\left(1-\frac{a^3}{z^3}\right),\qquad
\left.\frac{\partial u}{\partial z}\right|_{\rm equator}=G\left(1+\frac{a^3}{2\rho^3}\right),
$$

where $\rho$ is the distance from the centre in the equatorial plane.

**From (c).** If each impermeable sphere responds to a uniform local gradient $G$, and $\bar G$ is the overall mean gradient, then

$$
K=1-\frac32f\,\frac{G}{\bar G}.
$$

The dilute result is $1-\tfrac32f$.

**From (d).** The equivalent-sphere closure, called "the closure" below, gives

$$
K=\frac{1+2f\beta}{1-f\beta},\qquad
K_0(f)=\frac{2(1-f)}{2+f}\quad\text{for impermeable spheres}.
$$

Only the first-order term in $f$ is secured by the one-sphere calculation.

**From (f).** An impermeable core of radius $a$ in a concentric shell of matrix with outer radius $b$ leaves a uniform outside gradient undisturbed if the surrounding medium has relative permeability $K_0(\varphi)$, with $\varphi=a^3/b^3$.

**Question (g), answered next.** Equal impermeable spheres are placed on a periodic array whose cell has width $w$ across the flux and height $hw$ along it. Use the gradients found in (b) to estimate how $h$ changes the term in $f^2$. Compare the estimate with the full solution of the boundary-value problem.

**Solution.** The six nearest spheres along the cell axes alter the gradient at a given sphere. The two on the flux axis, at distance $hw$, each change it by the fraction $-a^3/(hw)^3$. The four at the sides, at distance $w$, each change it by $+a^3/(2w^3)$. Their sum is

$$
\delta=-\frac{2a^3}{h^3w^3}+\frac{4a^3}{2w^3}
=\frac{2a^3}{w^3}\left(1-\frac1{h^3}\right).
$$

There is one sphere in a cell of volume $hw^3$, so $f=4\pi a^3/(3hw^3)$ and $a^3/w^3=3fh/(4\pi)$. Hence

$$
\delta=\frac{3fh}{2\pi}\left(1-\frac1{h^3}\right).
$$

For a cubic array, $h=1$, the six contributions cancel. For other values of $h$, the relation $K=1-\tfrac32f\,G/\bar G$ shows that a relative change $\delta$ of the local gradient shifts $K$ by $-\tfrac32f\delta$. The coefficient of $f^2$ is therefore shifted by

$$
-\frac{3\delta}{2f}=\frac{9h}{4\pi}\left(\frac1{h^3}-1\right).
$$

This is $+0.55$ for $h=0.80$ and $-0.44$ for $h=1.25$. More distant spheres have been left out, so the numbers are estimates.

The full solution satisfies the no-flux condition on every sphere and the symmetry conditions on the cell faces, without the dipole approximation. The second column below is $(K-1+\tfrac32f)/f^2$ evaluated at $f=0.02$.

| $h$ | $f^2$ coefficient | $K$ at $f=0.20$ |
|---|---:|---:|
| 0.80 | 1.291 | 0.7436 |
| 1.00 | 0.742 | 0.7267 |
| 1.25 | 0.256 | 0.7093 |
| closure | 0.743 | 0.7273 |

Relative to the cubic array, the computed coefficient shifts by $+0.55$ and $-0.49$. The estimate from the six nearest neighbours is thus close to the computed shift. This owes something to cancellation: the next groups of neighbours make contributions that are not small, but for these two arrays those of all the more distant spheres largely cancel. For more strongly elongated cells they cancel less well: at $h=2$ the six neighbours give $-1.25$, while the sum over all dipoles gives about $-1.7$. Spheres that follow one another closely along the flux lie in each other's shadow, obstruct less, and leave $K$ higher. Spheres close together across the flux stand in each other's crowded flow and obstruct more.

The linear term is not affected. At $f=0.001$ the computed values of $(1-K)/f$ lie between 1.4987 and 1.4997 for the three arrays. Their small distances from $\tfrac32$ are what the $f^2$ terms require.

For the cubic array the closure is very good at $f=0.20$, where it differs by less than 0.1 % of the array value. At $f=0.40$ the closure gives 0.5000 and the array 0.4901, so the formula is then 2 % too high relative to the array. These arrays show the size of the effect of arrangement. They do not bound it for a disordered or clustered dispersion, which has not been computed here.

### (h) Water through a filled epoxy coating

**Question.** An epoxy-type coating 50 µm thick holds 20 % by volume of impermeable oxide spheres of radius 250 nm. One face is wet and the other dry, at 298 K. Take a water diffusivity of $1.0\times10^{-9}$ cm²/s and a saturation uptake of 0.025 g/cm³ in the polymer. Find the flux with and without the filler, and the thickness of unfilled coating that passes the same steady flux.

**Solution.** The permeability of the polymer, per unit of activity, is

$$
P_m=DS=(1.0\times10^{-9})(0.025)=2.5\times10^{-11}\ \mathrm{g/(cm\,s)}.
$$

Engineers state it in g mm/(m² day). A flux per cm² is multiplied by $10^4$ to refer to a m², a length in cm by 10 to become mm, and a rate per second by 86 400 to refer to a day. The product of the factors is $8.64\times10^9$, so

$$
P_m=0.216\ \mathrm{g\,mm/(m^2\,day)}.
$$

The activity falls from 1 to 0 over 0.050 mm. The unfilled coating therefore passes $0.216/0.050=4.32$ g/(m² day).

For the filled coating,

$$
K_0(0.20)=\frac{2(0.80)}{2.20}=0.727 .
$$

Its permeability is 0.157 g mm/(m² day) and its flux is $0.727\times4.32=3.14$ g/(m² day). The linear dilute estimate $1-\tfrac32f$ would give a ratio of 0.700. The difference of 0.027 shows the size of the terms that rest on the closure.

At fixed activities the flux is proportional to permeability divided by thickness. An unfilled coating would need a thickness of $50/0.727=68.8$ µm to pass as little water. For the steady flux, spheres at this filling are thus worth about 19 µm of additional polymer.

This comparison requires that water be removed at the dry face, for example by dry air or an absorbing substrate. A metal surface removes only the water that corrosion consumes. If that is little, the coating nearly saturates in a time of order $L^2/D$, here about 7 hours, and the flux falls to what the surface consumes. The ratio $K$ is then no measure of the protection.

The ratio contains neither the particle radius nor $P_m$. It is independent of radius as long as the particles are small compared with the coating and the contact at their surfaces is perfect. The next part examines the second of these conditions.

### (i) A leaky layer round each particle

**Question.** Suppose that the polymer is more loosely packed round each particle, in a layer of thickness $t$ with permeability $P_i>P_m$. Find the new $K$ for $t=5$ nm and $P_i=10P_m$. At what $P_i$ does the filler bring no benefit?

**Solution.** Part (f) applies, with the layer in the role of the shell. At its outer surface, the core and layer together have the same ratio of flux to activity as a uniform sphere of permeability $P_iK_0(\varphi)$, where $\varphi=a^3/(a+t)^3$. In a uniform applied gradient, the field outside depends on the particle only through this ratio. The coated particle may therefore be replaced by a uniform sphere with

$$
\lambda=\frac{P_i}{P_m}\,\frac{2(1-\varphi)}{2+\varphi}.
$$

Here $\varphi=(250/255)^3=0.9423$, so

$$
\lambda=10\times\frac{2(0.0577)}{2.9423}=0.392 .
$$

These larger spheres occupy the fraction $f/\varphi=0.20/0.9423=0.2122$. Their dipole factor is $\beta=(0.392-1)/(0.392+2)=-0.2542$. The general closure formula then gives

$$
K=\frac{1-2(0.2122)(0.2542)}{1+(0.2122)(0.2542)}=0.846 .
$$

With perfect contact the filler lowered the ratio by $1-0.727=0.273$. The layer has restored $0.846-0.727=0.119$ of this, so 44 % of the benefit is lost.

The benefit vanishes when $\lambda=1$, because the coated particle then has the permeability of the matrix and $\beta=0$. This requires

$$
\frac{P_i}{P_m}=\frac{2+\varphi}{2(1-\varphi)}=25.5 .
$$

A still more permeable layer would make the filled coating worse than the unfilled polymer.

For a thin layer, $1-\varphi\approx3t/a$ and $2+\varphi\approx3$, so $\lambda\approx2tP_i/(aP_m)$. For such a layer the harm is governed mainly by the group $tP_i/(aP_m)$. At fixed filling, layer thickness and layer permeability, smaller particles suffer more, because they have more surface per unit volume.

### (j) Other neglected effects, and real coatings

**Question.** For the same coating, estimate the effect of a slightly permeable oxide, of voids, of the particle-poor regions at the faces, and of warmer service. Does the ratio survive if the polymer's permeability depends on humidity?

**Solution.** Each estimate starts from the coating of (h) and changes one thing.

*Permeable oxide.* A trial value $\lambda=10^{-3}$ in the general formula gives $K=0.7276$ in place of 0.7273, a negligible change.

*Voids.* Let 1 % of the volume be isolated spherical voids, much larger than the particles, so that the filled coating acts as their matrix. At a saturation pressure of 24 Torr, the ideal-gas law gives a vapour density of $2.32\times10^{-5}$ g/cm³. With a diffusivity of 0.25 cm²/s in air, a void is about $3.2\times10^5$ times as permeable as the filled coating. For such a large $\lambda$, $\beta$ is close to 1, and the flux rises by the factor $(1+0.02)/(1-0.01)=1.03$. This holds for isolated voids. A crack or pore running through the coating is outside the model.

*Faces.* The centre of a sphere cannot lie within one radius of a face. If the centres are otherwise spread evenly, the filler missing at each face is that of a layer of thickness $a$. Treat such a layer as free of filler, and keep $f=0.20$ in the interior. The two layers make up 1.0 % of the thickness. Resistances in series add, so

$$
K=\frac{1}{0.010+0.990/0.7273}=0.729 .
$$

If instead the whole coating holds 20 % of filler, the interior has $f=0.202$ and the same sum gives 0.727. The effect is negligible either way.

*Temperature.* Suppose that $P_m$ has an activation energy of 0.40 eV, a rough value, and that the relative humidity at each face is held fixed. Between 298 K and 313 K the flux rises by

$$
\exp\left[\frac{0.40\ \mathrm{eV}}{k_B}\left(\frac1{298\ \mathrm K}-\frac1{313\ \mathrm K}\right)\right]=2.11 .
$$

The ratio $K_0$ is unchanged, because $P_m$ does not appear in it. In absolute terms, however, 15 K of warming outweighs what the filler achieves.

*Humidity-dependent permeability.* If $P_m$ depends on $u$, define $\psi=\int_0^uP_m(u')\,du'$. Then $\mathbf j=-\nabla\psi$, so $\psi$ is harmonic. It has zero normal derivative on impermeable particles and a constant value on each face. This is the original problem with $\psi$ in place of $u$. At equal face activities the filled and unfilled fluxes keep the same ratio $K$. The argument fails if the particles or their surface layers carry flux with a different dependence on humidity.

*Comparison with real coatings.* The diffusivity and uptake chosen in (h) are rough values of the right order for water in epoxies near room temperature. At the same uptake, a polymer with a larger diffusivity passes proportionally more water. The filling of 20 % is moderate. Among the model's assumptions, perfect contact between particle and polymer is a doubtful one for a coating that stays wet, since water can weaken the bond. The trial layer of (i), which stands for loosened polymer, moves the ratio from 0.73 to 0.85. Its thickness and permeability were assumed, not measured, so this figure shows sensitivity and is no prediction for a particular product.

True debonding is much worse. Liquid water has a self-diffusivity of about $2.3\times10^{-5}$ cm²/s and a density of 1 g/cm³. Counting self-diffusion alone, it is nearly a million times as permeable as this polymer, and pressure-driven flow in the liquid would add to this. If the coating is humid enough throughout for a continuous 5 nm film of liquid to surround each particle, $\beta$ is close to 1 and

$$
K=\frac{1+2(0.2122)}{1-0.2122}=1.81 .
$$

The filled coating then passes more water than an unfilled one with the same activities at its faces. With one face dry, as in (h), liquid could persist only in the more humid part of the coating. Elsewhere the gap would hold vapour, which the estimate for voids shows to be far more permeable than the polymer. Collisions with the walls of so narrow a gap reduce this advantage. A rough diffusivity of one third of the gap width times the mean molecular speed, about 0.01 cm²/s, still leaves the gap some $10^4$ times as permeable as the polymer, so $\beta$ stays near 1 and the harm is nearly the same. The figure of 1.81 rests on the closure and is an estimate, not an upper limit. By comparison, for well-bonded impermeable spheres arrangement moves the ratio by only about 0.02 either way in the arrays of (g). For debonded particles it matters more: the arrays with $h=0.80$, 1.00 and 1.25 then give about 2.05, 1.82 and 1.69.

For design, the formula gives an estimate of the steady flux for well-bonded, well-dispersed, nearly spherical particles at moderate filling, in a coating much thicker than a particle and free of through-going defects. The numerical output gives the principal values used above.

## Numbers as computed

```
dipole strength, impermeable sphere (units a^3): 0.500000
spread / central dipole field: 1.00000000
array cubic: cell height/width 1.00
  initial slope (1-K)/f at f=0.001: 1.4993
  f^2 coefficient at f=0.02: 0.742
  K at f=0.20: 0.7267
array closer along flux: cell height/width 0.80
  initial slope (1-K)/f at f=0.001: 1.4987
  f^2 coefficient at f=0.02: 1.291
  K at f=0.20: 0.7436
array closer across flux: cell height/width 1.25
  initial slope (1-K)/f at f=0.001: 1.4997
  f^2 coefficient at f=0.02: 0.256
  K at f=0.20: 0.7093
f^2 coefficient, closure, at f=0.02: 0.743
f=0.40: closure K 0.5000, cubic array K 0.4901
filler volume fraction: 0.20
coating thickness: 50 um
particle radius: 250 nm
water diffusivity in matrix: 1.0e-09 cm2/s
saturation uptake: 0.025 g/cm3
temperature: 298 K
linear dilute estimate 1-3f/2: 0.7000
closure ratio K: 0.7273
matrix permeability: 0.216 g mm/(m2 day)
filled permeability: 0.157 g mm/(m2 day)
flux, unfilled: 4.32 g/(m2 day)
flux, filled: 3.14 g/(m2 day)
unfilled thickness of equal flux: 68.8 um
oxide relative permeability (trial): 1e-03
  K with this oxide: 0.7276
interphase: 5 nm thick, permeability 10 x matrix
  core share of coated volume: 0.9423
  coated particle relative permeability: 0.392
  K with interphase: 0.8465
  share of filler benefit lost: 44 %
  interphase permeability for no benefit: 25.5 x matrix
void fraction (trial): 0.01
  water diffusivity in air: 0.25 cm2/s
  saturation pressure: 24 Torr
  vapour density: 2.32e-05 g/cm3
  void permeability / filled coating: 3.2e+05
  flux factor from voids: 1.0303
bare face layers, share of thickness: 1.0 %
  K with bare faces: 0.7293
permeation activation energy: 0.40 eV
  flux factor, 298 K to 313 K: 2.11
```
